Precursor Capture by Absorbing Steps on a Terrace with Desorption

Consider a flat crystal terrace 100 nm wide, bounded by two steps that bind every precursor molecule reaching them. For the model parameters used below, the steps capture 43% of the molecules that adsorb on the terrace, and the rest return to the gas. If the terrace is widened to 1000 nm, with everything else held fixed, the captured fraction falls to 4.3%, almost in proportion to 1/width. If it is narrowed to 10 nm, the fraction rises to 98%. The change from one behaviour to the other is set by a single length, the distance a molecule diffuses before it desorbs.

This matters when a gate dielectric is grown on a layered channel material. The basal plane offers few sites for chemical bonding, so a weakly held precursor may have to travel to a step before it can react. Capture at a step is a condition for nucleation there, not nucleation itself.

**The balance on the terrace**

Let the steps be straight, parallel to y, and located at x = −L/2 and x = +L/2. Molecules adsorb uniformly at a rate F per unit area and time. They diffuse with a uniform coefficient D, and each has a constant probability 1/τ per unit time of desorbing, so that τ is the mean lifetime on an unbounded terrace. The coverage n(x,t) is the number of adsorbed molecules per unit area. It is taken to be so low that molecules neither block nor react with one another.

The diffusive current in the +x direction is J = −D ∂n/∂x. In a strip between x and x + dx, per unit length of step, the number n dx changes through the net inflow J(x) − J(x+dx) = D (∂²n/∂x²) dx, through adsorption F dx and through desorption (n/τ) dx. Division by dx gives

∂n/∂t = D ∂²n/∂x² − n/τ + F. (1)

In steady state the left side vanishes. Multiplication by τ and the definition

λ = √(Dτ) (2)

then give

λ² n″ − n + Fτ = 0, n(±L/2) = 0. (3)

The boundary condition expresses perfect absorption: a molecule that arrives at a step is removed at once and does not return.

The constant n = Fτ solves the differential equation, because its second derivative is zero. The homogeneous equation λ²n″ = n has the solutions cosh(x/λ) and sinh(x/λ). The problem is unchanged by x → −x, so we try the even form

n = Fτ + A cosh(x/λ). (4)

With u = L/(2λ), both boundary conditions require A = −Fτ/cosh u. Hence

n(x) = Fτ [1 − cosh(x/λ)/cosh u]. (5)

No other solution exists. The difference w of two solutions obeys λ²w″ = w and vanishes at both steps. Multiplying by w and integrating by parts, with no boundary term because w = 0 there, gives −λ²∫(w′)²dx = ∫w²dx. The left side cannot be positive and the right side cannot be negative, so w = 0.

**The captured fraction**

The slope of (5) is

n′(x) = −(Fτ/λ) sinh(x/λ)/cosh u. (6)

At x = +L/2 the outward current is −Dn′(L/2) = (DFτ/λ) tanh u. Since Dτ = λ², this equals Fλ tanh u. By symmetry an equal current enters the left step. The total capture rate per unit step length is therefore

R = 2Fλ tanh u. (7)

The terrace receives FL molecules per unit time and unit step length. The captured fraction is R/(FL):

f = (2λ/L) tanh[L/(2λ)]. (8)

This is a fraction of the adsorbed molecules. If a molecule striking the surface adsorbs with probability s, the captured fraction of the impinging molecules is sf.

Desorption must account for the remainder. The desorbed fraction is the integral of n/τ over the terrace, divided by FL. From (5),

(1/L) ∫ [1 − cosh(x/λ)/cosh u] dx = 1 − 2λ sinh u/(L cosh u) = 1 − f, (9)

where the integral runs from −L/2 to +L/2. Thus the mean coverage is (1 − f)Fτ.

**The fate of one molecule**

Let p(x) be the probability that a molecule now at x is eventually captured. During a short time dt it survives with probability 1 − dt/τ and moves by a random distance ξ, with mean zero and mean square 2D dt. Therefore

p(x) = (1 − dt/τ) [p(x) + D p″(x) dt] (10)

to first order in dt. The terms in dt give Dp″ = p/τ, or λ²p″ = p. A molecule at a step is captured, so p(±L/2) = 1. The even solution is

p(x) = cosh(x/λ)/cosh u. (11)

Averaging p over a uniform starting position gives 2λ sinh u/(L cosh u), which is (8) again. Comparison with (5) also shows that n = Fτ(1 − p): the coverage is depleted most where capture is most likely.

**Narrow and wide terraces**

For L much smaller than λ, u is small and tanh u = u − u³/3 + … . Since f = (tanh u)/u,

f ≈ 1 − u²/3 = 1 − L²/(12λ²). (12)

Nearly every molecule reaches a step before it desorbs. The loss is quadratic in L because the time needed to diffuse to a step grows as L²/D, while the chance of desorbing during that time is proportional to it.

For L much larger than λ, tanh u approaches 1 and

f ≈ 2λ/L. (13)

Each step then captures as many molecules as fall on a strip of width λ beside it. This is an equivalent width, not a sharp boundary: near one step, with the other far away, p decays as exp(−d/λ) with distance d from the step, and the integral of this exponential is λ. Further widening adds area from which molecules desorb, but hardly changes the number captured.

**From hopping rates to the diffusion length**

Suppose that molecules hop on a square lattice of spacing a with total rate Γ, shared equally among four directions. Hops along ±x occur at the combined rate Γ/2, and each contributes a² to the mean-square displacement. After time t this is a²Γt/2. Setting it equal to 2Dt gives

D = a²Γ/4. (14)

Let hopping and desorption be thermally activated with the same attempt frequency ν₀:

Γ = ν₀ exp(−E_hop/k_BT), 1/τ = ν₀ exp(−E_des/k_BT). (15)

Then Dτ = (a²/4) exp[(E_des − E_hop)/k_BT], and the square root is

λ = (a/2) exp[(E_des − E_hop)/(2k_BT)]. (16)

The attempt frequency has cancelled because it was assumed equal for both processes. When E_des exceeds E_hop, heating shortens λ: the molecule moves faster, but its lifetime falls by a larger factor.

**A worked example**

We take T = 450 K, E_des = 0.50 eV, E_hop = 0.10 eV, ν₀ = 10¹³ s⁻¹, a = 0.25 nm and L = 100 nm. These are round model values for a weakly physisorbed metal-organic precursor, not data for a particular compound. With k_BT = 0.03878 eV, equations (14) and (15) give

Γ = 7.59 × 10¹¹ s⁻¹,
D = (0.25 nm)² Γ/4 = 1.185 × 10¹⁰ nm²/s,
τ = 3.98 × 10⁻⁸ s.

The diffusion length and the captured fraction follow:

λ = √(Dτ) = 21.7 nm,
u = 100/(2 × 21.7) = 2.30, tanh u = 0.980,
f = 0.4343 × 0.9802 = 0.426.

A molecule that lands at the centre is captured with probability 1/cosh u = 0.198. The terrace average is more than twice this value because molecules landing near a step are captured much more often.

The numbers in the opening paragraph can now be read. At L = 1000 nm, (13) gives f = 0.0434. The product Lf, which is the total width from which molecules are effectively collected, is 42.6 nm for the 100 nm terrace and 43.4 nm for the 1000 nm terrace. The capture rate therefore changes by about 2%, while the supply grows tenfold. At L = 10 nm, (12) gives 0.982, close to the value 0.983 from (8). The crossover lies between these limits: f is 0.935 at 20 nm and 0.711 at 50 nm.

Temperature acts through λ. With L and the energies fixed, λ is 41.4 nm at 400 K and 13.0 nm at 500 K, and f is 0.69 and 0.26. The energies matter as much. Raising E_des by 0.05 eV at 450 K multiplies λ by exp[0.05/(2 × 0.03878)] = 1.91, which also gives λ = 41.4 nm and f = 0.69. Both values of 0.69 assume that molecules do not react on meeting, a condition examined below.

**Coverage and the approach to steady state**

The adsorption rate is needed to judge whether the coverage is low. An ideal gas at pressure P has number density P/(k_BT), and its mean one-way flux is this density times √[k_BT/(2πm)]. For unit adsorption probability,

F = P/√(2πmk_BT). (17)

With P = 1 mTorr, m = 100 u and the gas at 450 K, F = 1.66 × 10³ nm⁻² s⁻¹. Without steps the coverage would be Fτ = 6.6 × 10⁻⁵ nm⁻². At the terrace centre it is 5.3 × 10⁻⁵ nm⁻², or about one molecule per 19,000 nm². Site blocking on the terrace is negligible at this coverage.

To find how quickly the steady profile forms, subtract it from n(x,t). The difference obeys (1) without F and vanishes at the steps. A mode cos(πx/L) satisfies these conditions and decays at the rate

1/τ + π²D/L². (18)

Modes with more nodes have larger second derivatives and decay faster. For the example, (18) is the sum of 2.51 × 10⁷ and 1.17 × 10⁷ s⁻¹, and its inverse is 2.7 × 10⁻⁸ s. Diffusion to the steps makes this time shorter than τ.

**A barrier at the step**

Perfect absorption fails if the last hop into a step requires an extra energy E_s. Its rate is then multiplied by β = exp(−E_s/k_BT). Let n₁ be the coverage in the last row of sites, a distance a from the step. That row holds an₁ molecules per unit step length, so the current into the step is

(Γ/4)β an₁ = (D/a)βn₁. (19)

Let n_b be the continuum coverage extrapolated to the step and g the magnitude of its slope there. To leading order in a, n₁ = n_b + ag. Equating (19) to the diffusive current Dg gives ag = β(n_b + ag), and hence

n_b = ℓg, ℓ = a[exp(E_s/k_BT) − 1]. (20)

For E_s = 0, ℓ vanishes and the perfect absorber is recovered.

Write the new profile as n = Fτ[1 − C cosh(x/λ)]. At a step, n_b = Fτ(1 − C cosh u) and g = FτC sinh u/λ. Condition (20) becomes

1 − C cosh u = (ℓ/λ)C sinh u,
C = 1/[cosh u + (ℓ/λ) sinh u]. (21)

The two step currents sum to 2Dg = 2FλC sinh u. Division by FL, and of numerator and denominator by cosh u, yields

f_s = (2λ/L) tanh u/[1 + (ℓ/λ) tanh u]. (22)

The barrier is unimportant when ℓ is much smaller than λ. In the opposite limit of very large ℓ, f_s tends to zero and the step reflects molecules. For E_s = 0.10 eV in the example, ℓ = 3.0 nm and f_s = 0.4257/(1 + 0.1402 × 0.9802) = 0.374, a reduction of 12% relative to the perfect absorber. Equation (22) places the same barrier at both steps. On a staircase, one step of each terrace ascends and the other descends, and their barriers can differ. With the barrier at one step only, the example gives 0.40, a reduction of 6%, and a single fully reflecting step still leaves 0.22.

**Unequal terrace widths**

A real surface has terraces of different widths w. The captured fraction for the whole surface is total capture divided by total supply:

f_av = ⟨2λ tanh[w/(2λ)]⟩/⟨w⟩. (23)

The brackets denote an average over terraces. Because tanh is concave for positive argument, the average of tanh cannot exceed tanh of the average. At fixed mean width, f_av is therefore no larger than the result for equal terraces. If the widths are exponentially distributed with mean L, setting w = Lt gives

f_av = (2λ/L) ∫₀^∞ exp(−t) tanh(ut) dt. (24)

Numerical quadrature gives 0.33 for the example, compared with 0.43 for equal widths. Much of the area then belongs to wide terraces, whose centres are poorly drained.

**Meetings between precursors**

Low coverage does not by itself rule out meetings, because each molecule explores a large area. Consider an open terrace with n = Fτ, and let G(r) be the density of pairs at separation r, divided by n². The relative diffusion coefficient is 2D. A pair is lost when either member desorbs, at rate 2/τ, and is formed when a molecule adsorbs near one already present, at rate 2Fn. In steady state,

2Dn²∇²G − (2/τ)n²G + 2Fn = 0. (25)

Using F = n/τ and multiplying by τ/(2n²) gives λ²∇²G − G + 1 = 0. Suppose that a pair is removed on reaching the contact distance r₀, so G(r₀) = 0, and that G tends to 1 far away. The radial solution is

G(r) = 1 − K₀(r/λ)/K₀(r₀/λ), (26)

where K₀ is the modified Bessel function that decays at large argument. Its derivative is −K₁. The inward current of partners to one molecule is 2πr₀ · 2Dn · G′(r₀). Multiplying by τ gives the expected number of meetings in one lifetime:

M = 4πλ²n z K₁(z)/K₀(z), z = r₀/λ. (27)

This is a leading-order estimate: meetings are assumed too rare to change n itself. For r₀ = 0.5 nm, 4πλ²n = 0.39 and the Bessel factor is 0.26, so M = 0.10. If every meeting removed both molecules and left no further sink, about ten per cent of the molecules on an open terrace would be lost in this way. If precursors do not react with one another, there is no such loss. Stable nuclei that stay on the terrace are a different case: they accumulate, and each can capture further molecules, so their effect grows during the dose and is not measured by M. Since n is proportional to pressure, (27) predicts M near 1 at 10 mTorr. M also grows as λ²τ, so cooling or stronger binding has the same effect: at 1 mTorr, (27) gives about 1.7 at 400 K, and about 1.1 at 450 K with E_des = 0.55 eV. In these cases the estimate fails, and so does the neglect of meetings if they lead to reaction; the value f = 0.69 found for the last two cases is then too high.

**How far the example represents a deposition process**

Thermal atomic layer deposition of oxides commonly operates at a few hundred kelvin, with doses of roughly a tenth of a second to seconds. The temperature here is ordinary, and 1 mTorr is a low precursor pressure. A step spacing of 100 nm describes a step-rich surface; a good flake can have terraces of micrometres, for which the model gives f of a few per cent or less. Point defects and contamination on the terrace would be further sinks, which the model omits.

The rates are the least certain input. A large molecule gains much freedom on leaving the surface, so its desorption prefactor may be well above its hopping prefactor. If the former is 100 times larger and all else is fixed, λ falls tenfold to 2.2 nm and f becomes 0.043. An error in the other direction is possible too. The hop barrier is 2.6 k_BT, which is too small to guarantee that each jump ends at a neighbouring site. If longer jumps doubled the mean-square jump length, D would double, λ would become 30.7 nm and f would be 0.57.

The assumption broken most severely during a dose is that steps never fill. On a regular array, each step borders two terraces and receives one half of the capture from each. Its supply is thus FLf = 7.05 × 10⁴ nm⁻¹ s⁻¹. If a captured molecule occupies 0.5 nm of step, two molecules fill each nanometre. Capture slows as the last sites fill, but at the initial supply rate this takes

2/(7.05 × 10⁴) s = 2.8 × 10⁻⁵ s. (28)

This is about 700 desorption lifetimes, so the steady profile is well established while the steps are still mostly empty. But it is far shorter than a dose of 0.1 s. During such a dose FL × 0.1 s = 1.66 × 10⁴ molecules adsorb per nanometre of step, of which two can be bound. The captured fraction over the whole dose is then about 1.2 × 10⁻⁴, not 0.43.

Equation (8) therefore applies to the early part of a dose, or to growth in which a co-reactant renews the step sites as fast as they are used. In a saturated dose the number of step sites controls the uptake, and a longer diffusion length shortens the filling time without increasing the final amount. Where the sites are renewed and the other assumptions hold, the useful comparison is between L and 2λ: lowering the temperature helps a wide terrace feed its steps, provided that E_des exceeds E_hop, the reaction at the step remains fast, and meetings on the terrace stay rare or harmless. The last condition is the one that cooling erodes, since M rises steeply as the temperature falls; if meetings remove molecules, the gain from cooling levels off once M approaches 1.

Numerical values quoted here were computed with a short program.
